# Staggered finite volumes for the radial Schrödinger equation in a nanowire

## Where to put the first radial node

In a subband calculation for a round nanowire, one must decide where the first radial node sits and what is imposed at the axis. If a node is placed at $r=0$ and the wave function is set to zero there, the lowest level of a field-free wire of radius 10 nm, with the mass used below, comes out 11.6 meV too high on 150 intervals. That is 22% of its energy of 53.7 meV. Refining to 5000 intervals still leaves 7.3 meV. If the axis is instead made a face between cells, no condition is needed there and the error falls as the square of the spacing. The harm comes from the imposed zero, not from the node itself: for $m=0$ a node left free on the axis, with its own half cell of weight $h^2/8$, is also second order. The staggered grid has the convenience of one rule for every row and every $m$.

## The continuous problem

Let the electron have an isotropic mass $M$, and let $C=\hbar^2/2M$. Write the transverse wave function as $\psi=u(r)e^{im\phi}$. Since only $m^2$ enters, take $m\ge 0$. Then

$$-C\left[\frac1r(ru')'-\frac{m^2}{r^2}u\right]+Vu=Eu,\qquad u(R)=0. \tag{1}$$

The wall is hard, and $V$ is a smooth function of $r^2$. Near the axis the two solutions behave as $r^m$ and $r^{-m}$, or as $1$ and $\ln r$ when $m=0$. The kinetic energy is

$$2\pi C\int_0^R\left(ru'^2+\frac{m^2u^2}{r}\right)dr .$$

For $u=\ln r$ the integrand is $1/r$, and the integral diverges; for $r^{-m}$ it diverges faster. Finite kinetic energy therefore selects $u=r^m$ times a smooth even function. For $m=0$ this means that $ru'\to0$ while $u(0)$ is free. For $m\ge1$ the value $u(0)=0$ follows from the equation.

## Cell balance and matrix

Choose

$$r_j=(j-\tfrac12)h,\quad j=1,\dots,N,\qquad h=\frac{R}{N+\frac12}.$$

The wall is then node $N+1$. Cell $j$ runs from $(j-1)h$ to $jh$, so the axis is the inner face of cell 1. The weight of a cell is

$$\int_{(j-1)h}^{jh}r\,dr=\frac{h^2}{2}\left[j^2-(j-1)^2\right]=\frac{h^2(2j-1)}2=r_jh .$$

Multiply (1) by $r$ and integrate over the cell. The derivative term becomes the difference of $ru'$ between the two faces. At face $jh$ use

$$ru'\approx jh\,\frac{u_{j+1}-u_j}{h}=j(u_{j+1}-u_j).$$

At the axis $j=0$, and the flux vanishes because the face has no area. The other terms take their node values times $r_jh$. In particular, $m^2/r^2$ is evaluated at the node; its integral over the first cell with constant $u$ would diverge. The result is

$$-C\left[j(u_{j+1}-u_j)-(j-1)(u_j-u_{j-1})\right]+r_jh\left(\frac{Cm^2}{r_j^2}+V_j\right)u_j=E_h r_jh\,u_j. \tag{2}$$

For $j=1$ the unknown $u_0$ has coefficient zero, so no ghost value is needed.

To obtain a symmetric matrix, set $u_j=w_j/\sqrt{r_jh}$ and divide (2) by $\sqrt{r_jh}$. The kinetic coefficient of $u_j$ is $C(2j-1)=2Cr_j/h$, which becomes $2C/h^2$. The coupling $-Cj$ is divided by $h\sqrt{r_jr_{j+1}}=h^2\sqrt{j^2-\frac14}$. Hence

$$H_{jj}=\frac{2C}{h^2}+\frac{Cm^2}{r_j^2}+V_j,\qquad H_{j,j+1}=-\frac{C}{h^2}\frac{j}{\sqrt{j^2-\frac14}}. \tag{3}$$

The first row follows the same rule as the others. In the last row $u_{N+1}=0$ removes the coupling to the wall.

## Convergence of the levels in order

Multiply the kinetic part of (2) by $u_j$ and sum. Collecting the two terms that belong to each face gives

$$C\sum_{j=1}^{N}j(u_{j+1}-u_j)^2=C\int_0^R r\,v'^2dr. \tag{4}$$

Here $v$ is the piecewise-linear interpolant, constant for $r<r_1$. The equality holds because $\int_{r_j}^{r_{j+1}}r\,dr=jh^2$ and the squared slope is $(u_{j+1}-u_j)^2/h^2$.

Smooth functions that vanish near the axis and the wall can approximate, in energy, any eigenfunction $u$ of (1). At the axis, for $m=0$, use a cutoff that rises from 0 to 1 as $\ln(r/\epsilon^2)/\ln(1/\epsilon)$ between $\epsilon^2$ and $\epsilon$. Its energy integral is

$$\int_{\epsilon^2}^{\epsilon}\frac{dr}{r\ln^2(1/\epsilon)}=\frac1{\ln(1/\epsilon)}\to0.$$

At the wall a linear cutoff of width $\delta$ costs an energy of order $\delta$, since $u$ is itself of order $\delta$ there. Sampling such functions on the grid and using the min-max principle shows that the $n$th discrete level cannot tend to a value above $E_n$.

It cannot tend to a lower value either. The first $n$ discrete eigenvectors have bounded energy, so by (4) their interpolants have a subsequence converging in the norm with weight $r$. Interpolant and cell values differ in squared norm by at most $h^2$ times the sum in (4) without $C$, apart from the half cell at the wall, which obeys a similar bound. The limits therefore remain orthonormal. Summation by parts against the smooth functions above shows that they satisfy (1) in weak form. They are $n$ orthonormal eigenfunctions, so the highest of their energies is at least $E_n$. Thus the $n$th discrete level converges to the $n$th true level, with no spurious level between. For fixed $m$ the levels are simple, and the eigenvectors converge too, once their signs are chosen.

## The error constant

Insert the true $u$ into the difference operator. At a face,

$$\frac{u(s+h/2)-u(s-h/2)}h=u'+\frac{h^2}{24}u'''+\cdots .$$

The difference of the fluxes across a cell, divided by $h$, adds another $h^2/24$ times the third derivative of $ru'$. The total correction to $(ru')'/r$ is

$$\frac{h^2}{24r}\left[(ru''')'+(ru')'''\right].$$

The two terms are $(ru''')'=u'''+ru''''$ and $(ru')'''=3u'''+ru''''$. Their sum is $4u'''+2ru''''=2(ru'')''$, so the correction is

$$\frac{h^2}{12}\rho,\qquad \rho=\frac{(ru'')''}{r}. \tag{5}$$

For $u=r^p$ this gives $\rho=p(p-1)^2(p-2)r^{p-4}$, which vanishes for $p=0,1,2$. These powers have no higher-order error either. A constant gives zero flux. For $u=r$ the face flux is $s$, and its difference gives $1/r$. For $u=r^2$ the flux is $2s^2$, and its difference gives $4$. The most singular terms are thereby removed. What remains is bounded for $m\ne1,3$ and grows as $1/r$ for $m=1$ and $m=3$.

Let $v_j$ now be the discrete eigenvector and $U_j=u(r_j)$. Equation (5) says that the discrete Hamiltonian acting on $U$ gives $EU_j-(Ch^2/12)\rho_j$ to leading order. Multiply by $r_jhv_j$, sum, and use the symmetry of the operator in this weight to let it act on $v$ instead:

$$(E_h-E)\sum_jr_jh\,v_jU_j=-\frac{Ch^2}{12}\sum_jr_jh\,v_j\rho_j .$$

As $h\to0$, $v\to u$. The $1/r$ growth does no harm: the bounded centrifugal energy and the Cauchy–Schwarz inequality give

$$\sum_{r_j<\delta}h|v_j|\le\Big(\sum_j\frac{hv_j^2}{r_j}\Big)^{1/2}\Big(\sum_{r_j<\delta}hr_j\Big)^{1/2}=O(\delta).$$

The sum on the right therefore tends to $\int u(ru'')''dr$. Integrate by parts twice:

$$\int_0^Ru(ru'')''dr=\Big[u(ru'')'-ru'u''\Big]_0^R+\int_0^Rru''^2dr .$$

At the wall $u=0$, so (1) gives $Ru''(R)=-u'(R)$, and the boundary term is $+u'(R)^2$. At the axis $ru'u''=0$ and $(ru'')'=u''(0)$, which leaves $-u(0)u''(0)$. Therefore

$$E_h-E=-\frac{Ch^2}{12}\,\frac{\int_0^Rru''^2dr+u'(R)^2-u(0)u''(0)}{\int_0^Rru^2dr}+o(h^2). \tag{6}$$

For $m\ge1$ the axis term is zero and the numerator is positive. For $m=0$, (1) at the axis reads $-2Cu''(0)=[E-V(0)]u(0)$, because $u'/r\to u''(0)$. The axis term is then $[E-V(0)]u(0)^2/2C$, which is positive when $E>V(0)$. In these cases the levels approach their limits from below once $h$ is small. If $E<V(0)$, this argument does not fix the sign.

High levels of a flat wire give a simple estimate. With $E=Ck^2$ and $kR$ large compared with 1 and $m^2$, $u$ is a cosine of wave number $k$ with amplitude proportional to $r^{-1/2}$ over most of the wire. The first ratio in (6) is then close to $k^4$. The wall term is smaller by a factor of order $(kR)^{-2}$ and the axis term by one of order $(kR)^{-1}$. Hence

$$\frac{E_h-E}{E}\approx-\frac{(kh)^2}{12}.$$

For $m\ge1$ the estimate is approached slowly: for $m=3$ the actual error is 0.68 of it at $kR=19$ and 0.90 of it at $kR=67$. The spacing must resolve the highest level that is needed. Formula (6) assumes a smooth $V$ and a constant mass; a jump in either requires a separate treatment of the interface.

## What pinning the axis does

Now place nodes at $jh$ and set $u_0=0$ for $m=0$. Close to the axis the energy and potential terms are negligible, so the flux is a constant $q$:

$$(j+\tfrac12)(u_{j+1}-u_j)=q,\qquad u_J=q\sum_{j=0}^{J-1}\frac1{j+\frac12}.$$

With $H_n$ the harmonic numbers, the sum equals $2H_{2J}-H_J$, which tends to $\ln J+\gamma+2\ln2$, where $\gamma$ is Euler's constant. Thus

$$u(r)\approx q\ln\frac ra,\qquad a=\frac{e^{-\gamma}}4h\approx0.14\,h .$$

The imposed zero acts as a hard core of radius $a$. To find its energy cost, multiply the equation of the pinned state $v$ by $ru$ and that of the true state $u$ by $rv$, subtract, and integrate from $a$ to $R$. The boundary term at $a$ gives

$$(E'-E)\int_a^R r\,uv\,dr=C\,a\,u(a)v'(a)=Cq\,u(a).$$

Away from the core $v\approx u$, which requires $q\approx u(0)/\ln(R/a)$ to leading logarithmic order. Consequently

$$E'-E\approx\frac{C\,u(0)^2}{\ln(R/a)\int_0^Rru^2dr}. \tag{7}$$

The pinned scheme does converge, but only logarithmically. In the flat wire the computed errors are 11.62 and 7.32 meV for 150 and 5000 intervals. Formula (7) gives 9.9 and 6.6 meV, since it keeps only the leading logarithm. The lowest level of an annulus with inner radius $a$, solved without that approximation, reproduces both computed errors to about 0.002 meV. For $m\ge1$ a zero at the axis is correct, and this argument does not apply.

## Example: a gated InGaAs wire

Take $R=10$ nm, $M=0.041\,m_e$, relative permittivity 13.9 and a surface field $F_s=0.1$ MV/cm. Let the electron charge be frozen at a uniform density. By Gauss's law the field then grows linearly with $r$ and pulls electrons outward:

$$V(r)=-\frac{eF_s}{2R}r^2,\qquad V(0)-V(R)=\frac{eF_sR}{2}=\frac{0.01\times10}{2}\ \text{eV}=50\ \text{meV}.$$

The corresponding density is $1.54\times10^{18}$ cm$^{-3}$. With $C=0.929$ eV nm$^2$, the natural energy is $C/R^2=9.29$ meV.

Reference levels come from the power series of $u$ about the axis, with $E$ adjusted until $u(R)=0$. The lowest is 42.493 meV above the axis potential. The grids $N=16,49,148$ give errors of $-103.7$, $-11.55$ and $-1.284$ µeV relative to it. Replacing $N$ by $3N+1$ divides $h$ by 3, since $3N+\frac32=3(N+\frac12)$, and the errors fall by factors of 8.98 and 9.00. On the finest grid (6) predicts $-1.284$ µeV. For $m=3$ the error there is $-16.67$ µeV, in agreement with (6).

With $E_c=E+9bh^2$ on the coarser grid and $E_f=E+bh^2$ on the finer, the combination $(9E_f-E_c)/8$ removes the quadratic term:

$$\frac{9(42.492171)-42.481905}{8}=42.493454\ \text{meV}.$$

The remaining error is below 0.001 µeV. This is a numerical accuracy within the model.

The axis density needs no node at the axis. Since $u=u(0)+br^2+O(r^4)$, the first two nodes give $u_1\approx u(0)+bh^2/4$ and $u_2\approx u(0)+9bh^2/4$, so

$$u(0)\approx\frac{9u_1-u_2}{8}.$$

With $2\pi\sum_jr_jhu_j^2=1$, the density $u(0)^2$ is 0.01055 nm$^{-2}$, or 3.3 times the uniform value $1/\pi R^2$. Its observed order between the two finer grids is 2.00; the proof above covers the energies.

The same cells serve Poisson's equation. The charge inside face $jh$ gives the field there, and $h$ times that field gives the potential step between nodes $j$ and $j+1$. For uniform charge the step is proportional to $jh^2=(r_{j+1}^2-r_j^2)/2$, so the parabola is reproduced at the nodes.

## The model beside a real device

The radius, mass and permittivity are rough values for a gate-all-around InGaAs transistor. The surface field is modest: the charge corresponds to about $8\times10^{11}$ electrons per cm$^2$ of wall, below the few $10^{12}$ cm$^{-2}$ of a strongly turned-on channel. Three assumptions move the levels far more than the grid does:

- **Hard wall.** With a rough oxide barrier of 2.3 eV and barrier mass $0.2\,m_e$, continuity of $u$ and $u'/M$ lowers the flat-wire ground level by 12.8 meV, or 24%.
- **Parabolic band.** The two-band relation $E(1+\alpha E)=T$, with $T$ the mean kinetic energy and $\alpha=(1-M/m_e)^2/E_g=1.24$ eV$^{-1}$ for a gap $E_g=0.74$ eV, lowers the ground level by about 3 meV and the first $m=1$ level by about 18 meV. The ground value depends on how the relation is applied: a local mass $M[1+\alpha(E-V)]$ inside the derivative gives about 4 meV.
- **Frozen charge.** A self-consistent calculation at 300 K, with the line density and wall potential held fixed, raises the ground level by 17.7 meV. The hard wall keeps electrons away from the surface, so more charge lies at inner radii, the field there is larger, and the potential drop grows from 50 to 75.5 meV. Measured from the new axis potential, the level falls to about 35 meV.

These shifts are separate estimates and should not be added, since barrier penetration also changes the charge distribution. With the barrier above and an oxide permittivity of 9, the barrier shift in the gated wire is about 16 meV, the self-consistent shift only about 7 meV and the drop about 60 meV. Against them, the 0.1 meV ground-level error of the 16-node grid is small. Scaling the $m=3$ error by $h^2$ gives about 1.35 meV on that grid, so within the model the levels that must be resolved, rather than the ground state alone, set the spacing. Nonparabolicity alone moves that level by nearly 100 meV, so this error too is small beside the model's own. The program prints the ground-level error on all three grids and the errors of the lowest $m=1,2,3$ levels on the finest.

## Table of computed values

```
wire radius 10.0 nm; mass 0.041 m_e
surface field 0.10 MV/cm; axis-to-wall drop 50.0 meV
C = hbar^2/2M: 0.92926 eV nm^2; C/R^2: 9.2926 meV
relative permittivity 13.9; temperature 300 K
electron density 1.536e+18 cm^-3
line density 0.4827 nm^-1
flat-wire ground energy 53.7411 meV
flat wire m=0: observed order 1.9999
flat wire m=1: observed order 1.9998
flat wire m=2: observed order 2.0000
flat wire m=3: observed order 2.0001
gated m=0: reference lowest level 42.49345 meV
  N=148 error -1.2836 ueV; predicted -1.2837 ueV
gated m=1: reference lowest level 119.50786 meV
  N=148 error -4.6034 ueV; predicted -4.6035 ueV
gated m=2: reference lowest level 224.44244 meV
  N=148 error -9.6635 ueV; predicted -9.6635 ueV
gated m=3: reference lowest level 354.91159 meV
  N=148 error -16.6655 ueV; predicted -16.6653 ueV
N=16: h 0.60606 nm; ground energy 42.389759 meV
  error -103.6958 ueV; axis density 0.01053035 nm^-2
N=49: h 0.20202 nm; ground energy 42.481905 meV
  error -11.5495 ueV; axis density 0.01055167 nm^-2
N=148: h 0.06734 nm; ground energy 42.492171 meV
  error -1.2836 ueV; axis density 0.01055404 nm^-2
extrapolated ground energy 42.4934545 meV
  its error -0.000384 ueV
reference axis density 0.01055433 nm^-2; order 2.000
pinned axis, 150 intervals: error 11.6215 meV
  hard-core prediction 11.6235 meV
pinned axis, 5000 intervals: error 7.3205 meV
  hard-core prediction 7.3205 meV
oxide barrier 2.3 eV; barrier mass 0.20 m_e
barrier penetration shift, flat ground level -12.76 meV
gap 0.74 eV; nonparabolicity 1.243 eV^-1
m=0: mean kinetic energy 54.09 meV
  nonparabolic shift -3.22 meV
m=1: mean kinetic energy 136.69 meV
  nonparabolic shift -17.62 meV
thermal energy 25.85 meV
Fermi level, frozen potential 161.01 meV
ground-subband share of electrons 46.0 percent
self-consistent ground shift, wall fixed 17.68 meV
self-consistent first-node-to-wall drop 75.50 meV
```
